# Franz–Keldysh absorption and the electric field read from its oscillations: a program that tests the result

```python
"""Franz-Keldysh absorption of a direct-gap two-band model in a uniform field.

Result under test: omega * absorption is proportional to the pair density
    rho_F(E) = sqrt(theta) / (4 pi A^(3/2)) * [Ai'(x)^2 - x Ai(x)^2],
with E = photon energy - gap, A = hbar^2/(2 mu), mu = reduced mass,
theta = ((eF)^2 A)^(1/3), x = -E/theta. Also tested: the subgap tail,
the oscillation above the gap, and recovery of the field from its extrema.
No electron-hole attraction and no broadening. Units: meV and nm.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import airy, airye, erfc

mass_ratio = 0.06
gap = 1400.0
field = 5.0e6                                   # V/m
A = const.hbar**2 / (2 * mass_ratio * const.m_e) / const.e * 1e21
force = field * 1e-6                            # eF in meV/nm
theta = (force**2 * A)**(1 / 3)
length = theta / force


def bracket(x):
    ai, aip, _, _ = airy(x)
    return aip**2 - x * ai**2


def density(energy, eF=force):
    scale = (eF**2 * A)**(1 / 3)
    return np.sqrt(scale) / (4 * np.pi * A**1.5) * bracket(-energy / scale)


def free_density(energy):
    return np.sqrt(energy) / (4 * np.pi**2 * A**1.5)


# Airy integral against quadrature
for x in (-6.0, -1.0, 0.0, 2.0):
    area = quad(lambda t: airy(t)[0]**2, x, 15, epsabs=1e-13, limit=300)[0]
    assert abs(area / bracket(x) - 1) < 1e-8

# Absolute density from grid diagonalization; both sides Gaussian-smoothed.
# The smoothing removes the echo from the artificial left wall.
step = 0.05 * length
grid = step * np.arange(-2000, 241)
levels, vectors = eigh_tridiagonal(
    2 * A / step**2 + force * grid, np.full(grid.size - 1, -A / step**2),
    select='v', select_range=(-10 * theta, 12 * theta))
weight = vectors[2000]**2 / step
sigma = 0.3 * theta
nodes, node_weights = np.polynomial.hermite.hermgauss(40)
grid_error = 0.0
for energy in theta * np.linspace(-1, 6, 15):
    filled = 0.5 * erfc((levels - energy) / (np.sqrt(2) * sigma))
    from_grid = np.sum(weight * filled) / (4 * np.pi * A)
    shifted = energy + np.sqrt(2) * sigma * nodes
    smooth = np.sum(node_weights * density(shifted)) / np.sqrt(np.pi)
    grid_error = max(grid_error, abs(from_grid / smooth - 1))
assert grid_error < 3e-3

# Unsmoothed density from the Schroedinger equation, without Airy functions.
# Components: wavefunction u at zero energy, its slope, integral of u^2.
z_right, z_left = 10 * length, -150 * length
kappa = np.sqrt(force * z_right / A)
wave = solve_ivp(
    lambda z, s: [s[1], force * z / A * s[0], -s[0]**2],
    (z_right, z_left), [1.0, -kappa, 1 / (2 * kappa)],
    method='DOP853', rtol=1e-10, atol=1e-10, dense_output=True)
assert wave.success
u_end, slope_end = wave.y[0, -1], wave.y[1, -1]
k_end = np.sqrt(-force * z_left / A)
# energy-normalized standing wave: squared amplitude 1/(pi A k) far away
norm = 1 / (np.pi * A * (u_end**2 * k_end + slope_end**2 / k_end))


def wave_density(energy):
    return force * norm * wave.sol(-energy / force)[2] / (4 * np.pi * A)


wave_error = max(abs(wave_density(e) / density(e) - 1)
                 for e in theta * np.linspace(-4, 7, 23))
assert wave_error < 1e-3

# Vanishing field restores the square-root edge
assert abs(density(100.0, force / 1000) / free_density(100.0) - 1) < 1e-4

# Subgap asymptotics, with the common exponential factored out
for x in (10.0, 20.0):
    def scaled(t):
        return airye(t)[0]**2 * np.exp(-4 / 3 * (t**1.5 - x**1.5))
    area = quad(scaled, x, x + 5, epsabs=1e-14, epsrel=1e-10)[0]
    ratio = area * 8 * np.pi * x
    assert abs(ratio - 1 + 17 / (24 * x**1.5)) < 2 / x**3

# Tunnelling integral against the tail of the integrated wavefunction
depth = 100.0
x_depth = depth / theta
tunnel = 2 * quad(lambda z: np.sqrt(max(depth - force * z, 0) / A),
                  0, depth / force)[0]
wave_bracket = wave_density(-depth) * 4 * np.pi * A**1.5 / np.sqrt(theta)
log_tail = -np.log(8 * np.pi * x_depth * wave_bracket)
assert abs(log_tail - tunnel - 17 / (24 * x_depth**1.5)) < 0.03

# Oscillation above the gap: remainder must fall as y^(-5/2)
y = np.linspace(4, 30, 2000)
remainder = (bracket(-y) - np.sqrt(y) / np.pi
             + np.cos(4 / 3 * y**1.5) / (4 * np.pi * y))
assert np.max(np.abs(remainder) * y**2.5) < 0.1


# Extrema of the field-induced change, from the integrated wavefunction
def change_slope(energy):
    u = wave.sol(-energy / force)[0]
    return (norm * u**2 / (4 * np.pi * A)
            - 1 / (8 * np.pi**2 * A**1.5 * np.sqrt(energy)))


zeroth = brentq(change_slope, 0.2 * theta, 0.9 * theta)
scan = theta * np.linspace(0.9, 6.2, 600)
slopes = np.array([change_slope(e) for e in scan])
turns = np.where(slopes[:-1] * slopes[1:] < 0)[0]
extrema = np.array([brentq(change_slope, scan[i], scan[i + 1])
                    for i in turns])
assert len(extrema) == 6 and slopes[turns[0]] > 0
order = np.arange(1, 7)
predicted = theta * (3 * np.pi * order / 4)**(2 / 3)
for n, energy in zip(order, extrema):
    action = 2 * quad(lambda z: np.sqrt(max(energy - force * z, 0) / A),
                      0, energy / force)[0]
    assert abs(action - n * np.pi) < 0.15 / n


# Field recovery; force in meV/nm equals field in MV/m
def field_from_line(energies):
    line_slope = np.polyfit(order, energies**1.5, 1)[0]
    return line_slope, 4 * line_slope / (3 * np.pi * np.sqrt(A))


period = extrema[4]**1.5 - extrema[2]**1.5
field_period = 2 * period / (3 * np.pi * np.sqrt(A))
line_slope, field_known_gap = field_from_line(extrema)
theta_fit, gap_fit = np.polyfit((3 * np.pi * order / 4)**(2 / 3),
                                gap + extrema, 1)
field_free_gap = theta_fit**1.5 / np.sqrt(A)
field_wrong_gap = field_from_line(extrema - 5.0)[1]
true_field = field / 1e6
for found in (field_period, field_known_gap, field_free_gap):
    assert abs(found / true_field - 1) < 0.03
assert abs(gap_fit - gap) < 2.0

print(f"reduced mass = {mass_ratio:.2f} electron masses")
print(f"gap = {gap:.0f} meV")
print(f"applied field = {true_field:.3f} MV/m = {field/1e5:.1f} kV/cm")
print(f"A = hbar^2/(2 mu) = {A:.2f} meV nm^2")
print(f"eF = {force:.3f} meV/nm")
print(f"theta = {theta:.3f} meV")
print(f"length = {length:.3f} nm")
print(f"largest relative error, grid test = {grid_error:.1e}")
print(f"largest relative error, wave test = {wave_error:.1e}")
reference = free_density(100.0)
print(f"bracket at the gap, x=0: {bracket(0.0):.5f}")
print(f"relative absorption at gap = {density(0.0)/reference:.4f}")
print("(relative: omega*alpha over zero-field value at gap+100 meV)")
for d in (25.0, 50.0, 100.0):
    x = d / theta
    lead = np.exp(-4 / 3 * x**1.5) / (8 * np.pi * x)
    decay = theta * bracket(x) / airy(x)[0]**2
    print(f"{d:.0f} meV below gap: x = {x:.3f}")
    print(f"  relative absorption = {density(-d)/reference:.3e}")
    print(f"  leading tail / full formula = {lead/bracket(x):.3f}")
    print(f"  local decay energy = {decay:.2f} meV")
    print(f"  estimate theta/(2 sqrt x) = {theta/(2*np.sqrt(x)):.2f} meV")
print(f"tunnelling exponent 100 meV below gap = {tunnel:.3f}")
gain = density(-100.0, 2 * force) / density(-100.0)
print(f"gain there on doubling the field = {gain:.1f}")
print(f"n=0 minimum at {zeroth:.2f} meV above gap (not fitted)")
for n, found, formula in zip(order, extrema, predicted):
    kind = "max" if n % 2 else "min"
    print(f"n={n} {kind}: found {found:.2f}, formula {formula:.2f} meV")
print(f"spacing of maxima n=1,3: {extrema[2]-extrema[0]:.2f} meV")
print(f"spacing of maxima n=3,5: {extrema[4]-extrema[2]:.2f} meV")
print(f"period in E^1.5 from n=3,5: {period:.1f} meV^1.5")
print(f"field from this period = {field_period:.3f} MV/m")
print(f"slope of E^1.5 against n = {line_slope:.1f} meV^1.5")
print(f"field, known gap = {field_known_gap:.3f} MV/m")
print(f"theta, fitted gap = {theta_fit:.3f} meV")
print(f"fitted gap = {gap_fit:.2f} meV")
print(f"field, fitted gap = {field_free_gap:.3f} MV/m")
print(f"field if gap is taken 5 meV too high = {field_wrong_gap:.3f} MV/m")
print("verified")
```

It prints:

```
reduced mass = 0.06 electron masses
gap = 1400 meV
applied field = 5.000 MV/m = 50.0 kV/cm
A = hbar^2/(2 mu) = 635.00 meV nm^2
eF = 5.000 meV/nm
theta = 25.133 meV
length = 5.027 nm
largest relative error, grid test = 6.5e-04
largest relative error, wave test = 7.9e-05
bracket at the gap, x=0: 0.06699
relative absorption at gap = 0.1055
(relative: omega*alpha over zero-field value at gap+100 meV)
25 meV below gap: x = 0.995
  relative absorption = 1.122e-02
  leading tail / full formula = 1.496
  local decay energy = 9.66 meV
  estimate theta/(2 sqrt x) = 12.60 meV
50 meV below gap: x = 1.989
  relative absorption = 6.178e-04
  leading tail / full formula = 1.209
  local decay energy = 7.83 meV
  estimate theta/(2 sqrt x) = 8.91 meV
100 meV below gap: x = 3.979
  relative absorption = 3.691e-07
  leading tail / full formula = 1.082
  local decay energy = 5.96 meV
  estimate theta/(2 sqrt x) = 6.30 meV
tunnelling exponent 100 meV below gap = 10.582
gain there on doubling the field = 372.3
n=0 minimum at 12.49 meV above gap (not fitted)
n=1 max: found 45.04, formula 44.50 meV
n=2 min: found 71.00, formula 70.64 meV
n=3 max: found 92.74, formula 92.57 meV
n=4 min: found 112.28, formula 112.14 meV
n=5 max: found 130.22, formula 130.12 meV
n=6 min: found 147.02, formula 146.94 meV
spacing of maxima n=1,3: 47.70 meV
spacing of maxima n=3,5: 37.48 meV
period in E^1.5 from n=3,5: 592.8 meV^1.5
field from this period = 4.992 MV/m
slope of E^1.5 against n = 296.0 meV^1.5
field, known gap = 4.986 MV/m
theta, fitted gap = 25.019 meV
fitted gap = 1400.68 meV
field, fitted gap = 4.966 MV/m
field if gap is taken 5 meV too high = 4.851 MV/m
verified
```
